# Gap-state decay at a metal-semiconductor chain contact and the complex band

## Question

I am modelling a metal-semiconductor contact as two tight-binding chains and cannot get the decay of the local density of states (LDOS) to agree with the complex band of the semiconductor.

The metal is a semi-infinite chain with site energy $e_m=0.3$ eV and hopping $-t_m$, $t_m=2.5$ eV. One bond $-t_c$, $t_c=1.5$ eV, joins it to the semiconductor. Each semiconductor cell, $n=1,2,\dots$, has a site A at energy $+D$ and a site B at $-D$, with $D=0.5$ eV. The hopping is $-t_1$ inside a cell and $-t_2$ between cells, $t_1=2.0$ eV and $t_2=1.6$ eV, and the period is $a=5$ Å. The metal touches the A site of cell 1.

At $E=0.2$ eV, inside the gap, four things confuse me:

1. The LDOS goes up from the first site to the second, and then zigzags. What should I fit?
2. With a broadening of $10^{-4}$ eV the decay stops after about a dozen cells.
3. If I integrate the LDOS over the gap, the fitted decay constant depends on where I fit.
4. At midgap, the decay constant estimated from the effective mass is clearly too large.

How do I obtain the complex band without using the interface, and should the two agree asymptotically or from the first cell?

## Answer

Compare A sites with A sites and B sites with B sites, at one energy. In your model the agreement then starts at the first cell. I assume orthonormal orbitals, one spin, and no self-consistent charge or band bending. The algebra is in atomic units; numbers are in eV and Å.

### The complex band from the bulk alone

Write $A_n,B_n$ for the amplitudes in cell $n$. In the bulk,

$$(E-D)A_n=-t_1B_n-t_2B_{n-1},\qquad (E+D)B_n=-t_1A_n-t_2A_{n+1}.$$

Insert $A_n=A\lambda^n$, $B_n=B\lambda^n$:

$$(E-D)A=-(t_1+t_2/\lambda)B,\qquad (E+D)B=-(t_1+t_2\lambda)A .$$

A nonzero solution requires a vanishing determinant:

$$E^2-D^2=(t_1+t_2/\lambda)(t_1+t_2\lambda)=t_1^2+t_2^2+t_1t_2(\lambda+1/\lambda).\tag{1}$$

For a travelling wave $\lambda=e^{ika}$, so $E^2=D^2+t_1^2+t_2^2+2t_1t_2\cos ka$. The smallest value of $E^2$ occurs at $ka=\pi$, which gives band edges at $\pm E_g/2$ with

$$(E_g/2)^2=D^2+(t_1-t_2)^2 .$$

Define $P=(E_g/2)^2-E^2$, which is positive in the gap. Since $E^2-D^2-t_1^2-t_2^2=-P-2t_1t_2$, equation (1) becomes

$$\lambda+1/\lambda=-2-P/(t_1t_2).$$

The right side is below $-2$, so both roots are real and negative, and their product is 1. Call the decaying one $\lambda=-e^{-\kappa a}$. Then $2\cosh\kappa a-2=P/(t_1t_2)$, and $\cosh y-1=2\sinh^2(y/2)$ gives

$$\boxed{4t_1t_2\sinh^2(\kappa a/2)=(E_g/2)^2-E^2}\tag{2}$$

For a numerical route that also works without a closed formula, let $H_0$ be the cell matrix and $H_1$ the coupling from cell $n$ to $n+1$. The bulk equation $H_1^\dagger\psi_{n-1}+(H_0-E)\psi_n+H_1\psi_{n+1}=0$ with $\psi_{n+1}=\lambda\psi_n$ is the generalized eigenproblem

$$\begin{pmatrix}0&1\\-H_1^\dagger&E-H_0\end{pmatrix}\begin{pmatrix}\psi_{n-1}\\ \psi_n\end{pmatrix}=\lambda\begin{pmatrix}1&0\\0&H_1\end{pmatrix}\begin{pmatrix}\psi_{n-1}\\ \psi_n\end{pmatrix}.$$

Discard the roots at zero and infinity, which come from the singular $H_1$, and keep the one with $0<|\lambda|<1$. No interface quantity enters.

### What the metal does

The end-site Green function $g$ of the metal reproduces itself when one more site is added: $g=1/(x-t_m^2g)$, with $x=E-e_m$. Hence $t_m^2g^2-xg+1=0$. Inside the metal band, $|x|<2t_m$, the retarded root has negative imaginary part. Eliminating the metal therefore adds to the first A site the self-energy

$$\Sigma=t_c^2g=\frac{t_c^2}{2t_m^2}\left(x-i\sqrt{4t_m^2-x^2}\right).$$

On the semiconductor, $G^{-1}=E+i\eta-H_S-\Sigma$, where $\Sigma$ acts on site A of cell 1, labelled 1 below. From $G-G^\dagger=G[(G^\dagger)^{-1}-G^{-1}]G^\dagger$, the diagonal element gives

$$\rho_j=-\frac{\mathrm{Im}\,G_{jj}}{\pi}=\frac{-\mathrm{Im}\,\Sigma}{\pi}|G_{j1}|^2+\frac{\eta}{\pi}\sum_l|G_{jl}|^2 .\tag{3}$$

For $E$ in the semiconductor gap, the second term vanishes as $\eta\to0$ provided no bound state sits at $E$. There is none when $E$ is strictly inside the metal band and $t_c\neq0$. A normalizable state would have to vanish throughout the metal, whose solutions do not decay there. The equation of the last metal site then forces $A_1=0$, the equation of the first A site forces $B_1=0$, and the recurrence makes everything else zero.

So gap LDOS is metal density carried in by $G_{j1}$, and it goes as an amplitude squared. That is why the LDOS decays with $2\kappa$.

### Why the decay holds from cell 1

Now let $A_n,B_n$ denote the column $G_{j1}$. For $\eta\to0$ it satisfies

$$(E-D-\Sigma)A_1+t_1B_1=1,\tag{4}$$

while all other rows are the source-free bulk equations. These rows give

$$A_{n+1}=-\frac{t_1A_n+(E+D)B_n}{t_2},\qquad B_{n+1}=-\frac{t_2B_n+(E-D)A_{n+1}}{t_1},$$

a $2\times2$ transfer matrix from one cell to the next, valid from $n=1$. Its determinant is $(-t_1/t_2)(-t_2/t_1)=1$, and its eigenvalues are the two roots $\lambda$ and $1/\lambda$ of (1). The column of $G$ must stay bounded, so the growing solution is absent: $(A_n,B_n)=\lambda^{n-1}(A_1,B_1)$. With (3), for each sublattice $s$,

$$\boxed{\rho_s(n,E)=\rho_s(1,E)\,e^{-2\kappa(E)a(n-1)}}\tag{5}$$

If the contact alters the first few cells, the same argument applies beyond the last altered one. With further orbitals or longer hopping there can be several evanescent roots, and the column is then a sum of them; a single exponential need not appear near the contact.

### The prefactor and your zigzag

The B equation with $A_2=\lambda A_1$ reads $(E+D)B_1=-(t_1+t_2\lambda)A_1$. Multiply (4) by $E+D$ and substitute:

$$A_1=\frac{E+D}{q},\qquad B_1=-\frac{t_1+t_2\lambda}{q},\qquad q=(E+D)(E-D-\Sigma)-t_1(t_1+t_2\lambda).$$

If numerator and $q$ vanish together, take the limit in $E$. The intracell ratio is

$$\frac{\rho_B(n)}{\rho_A(n)}=\left(\frac{t_1+t_2\lambda}{E+D}\right)^2,$$

a property of the bulk evanescent state. It depends on $\lambda$ but is the same in every cell, so it must not be read as a decay from one site to the next.

For your parameters, $E_g/2=\sqrt{0.5^2+0.4^2}=0.6403$ eV. At $E=0.2$ eV, $P=0.41-0.04=0.37$ eV², so

$$\sinh(\kappa a/2)=\sqrt{0.37/12.8}=0.170,\qquad \kappa a=0.338,$$

and $\kappa=0.0677$ Å$^{-1}$ $=0.0358$ bohr$^{-1}$. The LDOS decay length is $1/(2\kappa)=7.39$ Å. With $\lambda=-0.7129$, the B/A ratio is $[(2.0-1.6\times0.7129)/0.7]^2=1.507$. Matrix inversion with numerically decimated leads gives, in states/eV:

| cell | A | B |
|---|---|---|
| 1 | 0.03450 | 0.05199 |
| 2 | 0.01753 | 0.02642 |
| 3 | 0.00891 | 0.01343 |

Going from A to B multiplies the LDOS by 1.507; going on to the next A multiplies it by 0.337. The product is $0.508=\lambda^2$. That is your zigzag.

Summing the geometric series over all cells gives the total semiconductor density at this energy:

$$\frac{\rho_A(1)+\rho_B(1)}{1-\lambda^2}=\frac{0.03450+0.05199}{1-0.5082}=0.176\ \text{states/eV}.$$

Across the gap, the bulk eigenproblem and the fitted slopes of both sublattices agree to the printed digits:

| $E$ (eV) | $\kappa$ (Å$^{-1}$) |
|---|---|
| 0.0 | 0.07121 |
| ±0.2 | 0.06768 |
| ±0.4 | 0.05572 |
| 0.6 | 0.02498 |

A further test avoids Green functions. For a long finite chain, divide $|\psi_j|^2$ of each normalized eigenstate by the local level spacing. With 3000 metal sites and 190 gap states, this differs from the formulas by at most $1.4\times10^{-6}$, relative to the formula value, in the two cells compared (1 and 5).

### What the interface can and cannot change

At $E=0.2$ eV, three choices of $(t_c,e_m,t_m)$ change $\rho_A(1)$ from 0.0042 to 0.0457 states/eV, a factor of about 11, while $\kappa$ stays at 0.06768 Å$^{-1}$.

Two special energies show how strongly the prefactor can depend on termination. At $E=\pm D$, equation (1) has the roots $-t_1/t_2$ and $-t_2/t_1$.

- **Exchanged bonds, $t_1=1.6$, $t_2=2.0$ eV, at $E=D$.** The decaying root is $-t_1/t_2$, so $t_1+t_2\lambda=0$ and B has no weight. Then $q=-2D\Sigma$ and $A_1=-1/\Sigma$. Since the two roots of the quadratic for $g$ are complex conjugates with product $1/t_m^2$, $|\Sigma|=t_c^2/t_m$, and $\rho_A(1)$ at this energy grows as $1/t_c^2$ when the contact is weakened. Its source is the end state of the isolated semiconductor, broadened by the metal. Here $\rho_A(1)=0.353$ states/eV, against 0.096 for your termination. It still decays by $(1.6/2.0)^2=0.64$ per cell, as the complex band requires.
- **Your termination at $E=-D$.** The decaying root is $-t_2/t_1$, so $q=-(t_1^2-t_2^2)\neq0$ and $A_1=0$. The A sublattice has no LDOS to fit, while $\rho_B(1)=0.071$ states/eV.

If the semiconductor gap lies outside the metal band, $\mathrm{Im}\,\Sigma=0$ and the first term of (3) disappears. Bound states may give discrete lines, but there is no continuous gap LDOS. Moving $e_m$ to 8 eV leaves at most $2.8\times10^{-9}$ states/eV at $E=0.2$ eV, a remnant of the numerical broadening.

### Why your decay stops

The plateau is the second term of (3). Deep in the semiconductor $G_{AA}$ takes its bulk value. Inverting the $2\times2$ Bloch matrix and averaging over $\theta=ka$,

$$G_{AA}=-\int_0^{2\pi}\frac{d\theta}{2\pi}\,\frac{E+D}{P+2t_1t_2+2t_1t_2\cos\theta}=-\frac{E+D}{Q},\qquad Q^2=P(P+4t_1t_2).$$

The last step uses $\int_0^{2\pi}d\theta/[2\pi(c+b\cos\theta)]=1/\sqrt{c^2-b^2}$ for $c>|b|$. To first order, $G(E+i\eta)=G(E)+i\eta\,dG/dE$. With $Q\,dQ/dE=-2E(P+2t_1t_2)$,

$$\rho_A^{\rm floor}=\frac{\eta}{\pi}\frac{d}{dE}\frac{E+D}{Q}=\frac{\eta}{\pi}\left[\frac1Q+\frac{2E(E+D)(P+2t_1t_2)}{Q^3}\right].$$

For $\eta=10^{-4}$ eV this is $2.00\times10^{-5}$ states/eV, and the inverted matrix gives the same value in cell 40. The decaying part meets the floor at

$$n=1+\frac{\ln[0.0345/(2.00\times10^{-5})]}{2\times0.338}\approx12,$$

which is your dozen cells. Reduce $\eta$, or fit well before that depth.

### Why the effective mass fails at midgap

Near the upper edge put $\delta=E_g/2-E$. Then $P=\delta(E_g-\delta)\approx E_g\delta$ and $\sinh(\kappa a/2)\approx\kappa a/2$, so (2) becomes $\kappa^2a^2t_1t_2=E_g\delta$. Comparing with $\kappa^2=2m\delta$ gives, in atomic units,

$$m=\frac{E_g}{2t_1t_2a^2}.$$

This is 0.061 electron masses here, and it agrees with the curvature of the diagonalized band. Extending the parabola to midgap, $\delta=E_g/2$, gives $(\kappa_{\rm par}a)^2=E_g^2/(2t_1t_2)$, whereas (2) gives $4\sinh^2(\kappa a/2)=E_g^2/(4t_1t_2)$. Therefore

$$\frac{\kappa_{\rm par}}{\kappa}=\sqrt2\,\frac{\sinh(\kappa a/2)}{\kappa a/2}.$$

The factor $\sqrt2$ arises because the parabola knows one band edge, while the true $\kappa$ must turn round and return to zero at the other. The lattice supplies the small remainder. Numerically, 0.1012 against 0.0712 Å$^{-1}$ is a ratio of 1.42.

### Why the integrated LDOS has no single decay constant

Integrating (5) over the gap mixes exponentials with different $\kappa(E)$. With increasing depth, the energies near the band edges survive, because $\kappa$ vanishes there. Let $m_c=n-1$ and measure $\delta$ from either edge. There $\kappa a\approx s\sqrt\delta$ with $s^2=E_g/(t_1t_2)$. Setting $u=\sqrt\delta$,

$$\int_0^\infty e^{-2m_cs\sqrt\delta}\,d\delta=\int_0^\infty2u\,e^{-2m_csu}\,du=\frac{2}{(2m_cs)^2}=\frac{t_1t_2}{2E_gm_c^2}.$$

When the metal band covers the whole gap and $\rho_A(1)$ is finite and nonzero at an edge, as here, the A-site integral tends to

$$\frac{t_1t_2}{2E_g(n-1)^2}\left[\rho_A(1,E_g/2)+\rho_A(1,-E_g/2)\right].$$

It is an inverse-square law, not an exponential. The apparent $\kappa$ between neighbouring cells falls from 0.045 Å$^{-1}$ at cell 1 to 0.017 at cell 11 and 0.004 at cell 51. At cell 1001 the integral is 0.997 of the asymptotic law. A decay constant fitted to the gap-integrated LDOS therefore describes the fitting range; to compare with the complex band of this chain, keep the energy fixed. The gap integral is not the induced charge, which also contains the change in the valence-band states and stops at the Fermi level. In a three-dimensional contact, the LDOS at one energy still sums over wave vectors along the interface, each with its own $\kappa$, so these must be resolved as well.

The numerical output below lists the values for all these cases.

## Table of computed values

```
D, t1, t2 = 0.5, 2.0, 1.6 eV; a = 5.0 angstrom
tc, em, tm = 1.5, 0.3, 2.5 eV
band gap Eg = 1.2806 eV, edges at +-0.6403 eV
E (eV) | kappa bulk | kappa from A LDOS | from B LDOS (1/angstrom)
 -0.4 | 0.05572 | 0.05572 | 0.05572
 -0.2 | 0.06768 | 0.06768 | 0.06768
  0.0 | 0.07121 | 0.07121 | 0.07121
  0.2 | 0.06768 | 0.06768 | 0.06768
  0.4 | 0.05572 | 0.05572 | 0.05572
  0.6 | 0.02498 | 0.02498 | 0.02498
at E = 0.2 eV: lambda = -0.71290, lambda^2 = 0.50822
kappa = 0.06768 1/angstrom = 0.03582 1/bohr
LDOS decay length 1/(2 kappa) = 7.387 angstrom
cell | LDOS on A | LDOS on B (states/eV)
1 | 0.034498 | 0.051993
2 | 0.017532 | 0.026424
3 | 0.008910 | 0.013429
4 | 0.004528 | 0.006825
5 | 0.002301 | 0.003469
ratio B/A in a cell = 1.5072
ratio A(cell 2)/B(cell 1) = 0.3372
LDOS summed over semiconductor = 0.17587 states/eV
finite chain: 3000 metal sites, 190 gap states compared
largest relative LDOS difference = 1.4e-06
tc, em, tm (eV) | A LDOS cell 1 | kappa (1/angstrom), E = 0.2 eV
(0.5, 0.3, 2.5) | 0.004193 | 0.06768
(1.5, 0.3, 2.5) | 0.034498 | 0.06768
(2.5, -1.0, 3.0) | 0.045666 | 0.06768
em = 8.0 eV (gap outside metal band): max LDOS 2.8e-09
E = D: A LDOS cell 1, t1>t2: 0.09582 states/eV
E = D: A LDOS cell 1, bonds exchanged: 0.35339 states/eV
its ratio per cell = 0.64000
E = -D, t1>t2: B LDOS cell 1 = 0.07070, A LDOS vanishes
band-edge mass = 0.06099 electron masses
midgap kappa: exact 0.07121, parabolic 0.10124 1/angstrom
parabolic/exact = 1.4217
broadening 0.0001 eV: A LDOS in cell 40 = 2.0029e-05 states/eV
floor formula = 2.0029e-05 states/eV, reached near cell 12.0
gap-integrated A LDOS, cell 1: 4.5491e-02 states, local kappa 0.04470 1/angstrom
gap-integrated A LDOS, cell 11: 2.3315e-03 states, local kappa 0.01656 1/angstrom
gap-integrated A LDOS, cell 51: 1.1796e-04 states, local kappa 0.00384 1/angstrom
cell 1001: integral/inverse-square law = 0.9968
```
